# Why Black's Current Exponent Moves Between Two and One: verification in Python

```python
"""Electromigration life and the current exponent n = -d ln(t_f)/d ln(j).

Result under test: in a long, initially stress-free line the life is the time
t_n to nucleate a void at the blocked cathode end plus the time s to grow it to
a critical length. With r = s/t_n,
  n = 2 - [atan(sqrt r) + sqrt r/(1+r)] / [atan(sqrt r) + 1/sqrt r],
which falls from 2 (nucleation-limited) to 1 (growth-limited).
Symbols: j current density, G = e Z rho j/Omega driving stress gradient,
kappa = D B Omega/(k T) stress diffusivity, v = kappa G/B drift speed,
Lambda = critical void length/(v t_n). Tension is positive.
The independent side is a finite-volume model of the whole finite line.
"""
from functools import lru_cache
import numpy as np
from scipy.constants import e, k
from scipy.optimize import brentq, minimize_scalar

MA_CM2 = 1e10      # A/m^2
UM = 1e-6          # m
HOUR = 3600.0      # s
temperature = 573.0
atomic_volume = 1.2e-29
charge_number = 1.0
resistivity = 3e-8
modulus = 30e9
critical_stress = 100e6
critical_void = 0.1 * UM
diffusivity = 1e-16
long_line = 1000 * UM


def gradient(j):
    return e * charge_number * resistivity * j * MA_CM2 / atomic_volume


def stress_diffusivity(D):
    return D * modulus * atomic_volume / (k * temperature)


kappa = stress_diffusivity(diffusivity)


# ---------- finite-volume model, exact in time by diagonalization ----------
@lru_cache(maxsize=None)
def line_modes(length, kap, has_void):
    cells = 400
    edges = length * np.expm1(6 * np.arange(cells + 1) / cells) / np.expm1(6)
    h = np.diff(edges)
    link = kap / (0.5 * (h[1:] + h[:-1]))
    diag = np.zeros(cells)
    diag[:-1] -= link
    diag[1:] -= link
    if has_void:                       # stress-free void surface at x = 0
        diag[0] -= kap / (0.5 * h[0])
    matrix = np.diag(diag) + np.diag(link, 1) + np.diag(link, -1)
    root = np.sqrt(h)
    lam, vec = np.linalg.eigh(matrix / np.outer(root, root))
    return h, np.minimum(lam, 0.0), vec


def evolve(start, G, t, length, kap, has_void):
    h, lam, vec = line_modes(length, kap, has_void)
    root = np.sqrt(h)
    source = np.zeros_like(h)
    source[-1] = -kap * G              # blocked anode end
    if not has_void:
        source[0] = kap * G            # blocked cathode end
    x = lam * t
    tiny = np.abs(x) < 1e-12
    gain = t * np.where(tiny, 1.0, np.expm1(x) / np.where(tiny, 1.0, x))
    a = vec.T @ (root * start)
    b = vec.T @ (source / root)
    return vec @ (a * np.exp(x) + b * gain) / root


def end_stress(j, t, length, kap=kappa):
    h = line_modes(length, kap, False)[0]
    G = gradient(j)
    sigma = evolve(np.zeros_like(h), G, t, length, kap, False)
    return sigma[0] + 0.5 * G * h[0]


def model_times(j, length=long_line, kap=kappa, tension=0.0, void_first=False):
    """Return nucleation time and total life of the simulated line."""
    h = line_modes(length, kap, True)[0]
    G = gradient(j)
    initial = np.full_like(h, tension)
    if void_first:
        t_nuc, state = 0.0, initial
    else:
        t_nuc = brentq(lambda t: end_stress(j, t, length, kap)
                       - critical_stress, 1e-3, 1e9)
        state = evolve(initial, G, t_nuc, length, kap, False)

    def excess_void(s):
        sigma = evolve(state, G, s, length, kap, True)
        return np.sum(h * (initial - sigma)) / modulus / critical_void - 1
    return t_nuc, t_nuc + brentq(excess_void, 1e-3, 1e9)


def model_exponent(j, which=1, **options):
    q = 1.01
    high = model_times(j * q, **options)[which]
    low = model_times(j / q, **options)[which]
    return -np.log(high / low) / (2 * np.log(q))


# ---------- derived formulas ----------
def load(r):
    return 2 / np.pi * ((1 + r) * np.arctan(np.sqrt(r)) + np.sqrt(r))


def exponent(r):
    a, q = np.arctan(np.sqrt(r)), np.sqrt(r)
    return 2 - (a + q / (1 + r)) / (a + 1 / q)


def ratio_from_load(value):
    return brentq(lambda r: load(r) - value, 1e-14, 1e8)


def formula_times(j):
    G = gradient(j)
    t_nuc = np.pi * critical_stress**2 / (4 * kappa * G**2)
    t_drift = critical_void * modulus / (kappa * G)
    r = ratio_from_load(t_drift / t_nuc)
    return t_nuc, t_drift, t_nuc * (1 + r), r


print(f"temperature {temperature:.0f} K; resistivity {resistivity:.1e} ohm m")
print(f"atomic volume {atomic_volume:.2e} m^3; charge number {charge_number:.0f}")
print(f"modulus B {modulus/1e9:.0f} GPa; "
      f"critical stress {critical_stress/1e6:.0f} MPa")
print(f"critical void {critical_void/UM:.2f} um; line {long_line/UM:.0f} um")
print(f"atomic diffusivity D {diffusivity:.1e} m^2/s")
print(f"stress diffusivity kappa {kappa:.3e} m^2/s")
print(f"G at 1 MA/cm^2: {gradient(1)/1e12:.3f} MPa/um")
print(f"drift speed at 1 MA/cm^2: {kappa*gradient(1)/modulus:.3e} m/s")

currents = [0.2, 0.5, 1.0, 2.0, 4.0]
life, local_n = {}, {}
for j in currents:
    t_nuc, t_drift, t_fail, r = formula_times(j)
    sim_nuc, sim_fail = model_times(j)
    n_sim, n_formula = model_exponent(j), exponent(r)
    n_sum = 1 + t_nuc / (t_nuc + t_drift)
    assert abs(sim_nuc / t_nuc - 1) < 5e-3
    assert abs(sim_fail / t_fail - 1) < 5e-3
    assert abs(n_sim - n_formula) < 0.01
    assert max(t_nuc, t_drift) < sim_fail < t_nuc + t_drift
    life[j], local_n[j] = sim_fail, n_formula
    print(f"j = {j:.1f} MA/cm^2: Lambda {t_drift/t_nuc:.3f}, r {r:.4f}")
    print(f"  t_n {t_nuc/HOUR:.2f} h, L_c/v {t_drift/HOUR:.2f} h, "
          f"sum {(t_nuc+t_drift)/HOUR:.2f} h")
    print(f"  life: formula {t_fail/HOUR:.2f} h, model {sim_fail/HOUR:.2f} h")
    print(f"  n: formula {n_formula:.3f}, model {n_sim:.3f}, "
          f"simple sum {n_sum:.3f}")

# Bounds, monotonic fall, limits, and derivative of the implicit life law.
r_grid = np.logspace(-4, 3, 300)
n_grid = exponent(r_grid)
assert np.all(np.diff(n_grid) < 0) and np.all((n_grid > 1) & (n_grid < 2))
for r in (0.01, 0.3, 1.0, 10.0):
    q = 1.001
    up = (1 + ratio_from_load(load(r) * q)) / q**2
    down = (1 + ratio_from_load(load(r) / q)) * q**2
    assert abs(-np.log(up / down) / (2 * np.log(q)) - exponent(r)) < 1e-4
assert abs((2 - exponent(1e-3)) / 2e-3 - 1) < 0.01
assert abs((exponent(1e3) - 1) / (2 / np.pi * 1e3**-1.5) - 1) < 0.01

j_cross = (np.pi * critical_stress**2
           / (4 * modulus * critical_void * gradient(1)))
t_nuc, t_drift, _, r = formula_times(j_cross)
assert abs(t_drift / t_nuc - 1) < 1e-9
print(f"t_n = L_c/v at j = {j_cross:.3f} MA/cm^2; n there {exponent(r):.3f}")
worst = minimize_scalar(lambda u: -(1 + load(np.exp(u))) / (1 + np.exp(u)),
                        bounds=(-8, 6), method="bounded")
print(f"largest (simple sum)/(true life): {-worst.fun:.3f} "
      f"at r = {np.exp(worst.x):.3f}")
t_nuc, t_drift, t_fail, r = formula_times(1.0)
print(f"void share from stored tension at 1 MA/cm^2: "
      f"{100*(1-(t_fail-t_nuc)/t_drift):.1f} %")

# A tenfold faster diffusivity shortens life but leaves the exponent alone.
fast = stress_diffusivity(10 * diffusivity)
n_fast = model_exponent(1.0, kap=fast)
assert abs(n_fast - model_exponent(1.0)) < 1e-3
print(f"n at 1 MA/cm^2 with tenfold D: {n_fast:.3f}")

# Fit accelerated tests from the line model and extrapolate to low current.
tests, use = np.array([1.0, 2.0, 4.0]), 0.2
log_j, log_t = np.log(tests), np.log([life[j] for j in tests])
slope, intercept = np.polyfit(log_j, log_t, 1)
assert local_n[4.0] < -slope < local_n[1.0]
by_fit = np.exp(intercept + slope * np.log(use))
by_two = np.exp(log_t.mean() + 2 * (log_j.mean() - np.log(use)))
design = np.column_stack([tests**-2, tests**-1])
weights = np.exp(-log_t)
A, B = np.linalg.lstsq(design * weights[:, None], np.ones(3), rcond=None)[0]
by_terms = A / use**2 + B / use
assert by_fit < by_terms < life[use] < by_two
print(f"fitted n over 1, 2, 4 MA/cm^2: {-slope:.3f}")
print(f"life at {use} MA/cm^2, line model: {life[use]/HOUR:.1f} h")
for name, value in (("fitted n", by_fit), ("n = 2", by_two),
                    ("A/j^2 + B/j", by_terms)):
    print(f"  forecast by {name}: {value/HOUR:.1f} h, "
          f"ratio to model {value/life[use]:.3f}")
print(f"sqrt(kappa t_f) at {use} MA/cm^2: "
      f"{np.sqrt(kappa*life[use])/UM:.1f} um")

# Short line: no nucleation below a threshold, exponent above two near it.
threshold = 2 * critical_stress / gradient(1)
assert end_stress(1.0, 1e9, 0.98 * threshold) < critical_stress
assert end_stress(1.0, 1e9, 1.02 * threshold) > critical_stress
short = 55 * UM
n_short_nuc = model_exponent(1.0, which=0, length=short)
n_short = model_exponent(1.0, length=short)
assert n_short_nuc > 2 and n_short > 2
print(f"threshold length at 1 MA/cm^2: {threshold/UM:.2f} um")
print(f"{short/UM:.0f} um line, 1 MA/cm^2: nucleation n {n_short_nuc:.2f}, "
      f"life n {n_short:.2f}")

# Existing void in a line under initial tension: exponent below one.
tension = 100e6
options = dict(tension=tension, void_first=True)
t_void = model_times(1.0, **options)[1]
drift_part = kappa * gradient(1) / modulus * t_void
release_part = 2 * tension / modulus * np.sqrt(kappa * t_void / np.pi)
assert abs((drift_part + release_part) / critical_void - 1) < 5e-3
n_void = model_exponent(1.0, **options)
assert abs(n_void - drift_part / (drift_part + release_part / 2)) < 0.01
assert n_void < 1
print(f"existing void, {tension/1e6:.0f} MPa tension, 1 MA/cm^2: "
      f"life {t_void/HOUR:.2f} h, n {n_void:.3f}")
print("OK")
```

It prints:

```
temperature 573 K; resistivity 3.0e-08 ohm m
atomic volume 1.20e-29 m^3; charge number 1
modulus B 30 GPa; critical stress 100 MPa
critical void 0.10 um; line 1000 um
atomic diffusivity D 1.0e-16 m^2/s
stress diffusivity kappa 4.551e-15 m^2/s
G at 1 MA/cm^2: 4.005 MPa/um
drift speed at 1 MA/cm^2: 6.076e-13 m/s
j = 0.2 MA/cm^2: Lambda 0.306, r 0.0557
  t_n 747.07 h, L_c/v 228.60 h, sum 975.67 h
  life: formula 788.68 h, model 788.66 h
  n: formula 1.898, model 1.898, simple sum 1.766
j = 0.5 MA/cm^2: Lambda 0.765, r 0.3011
  t_n 119.53 h, L_c/v 91.44 h, sum 210.97 h
  life: formula 155.52 h, model 155.52 h
  n: formula 1.603, model 1.603, simple sum 1.567
j = 1.0 MA/cm^2: Lambda 1.530, r 0.9068
  t_n 29.88 h, L_c/v 45.72 h, sum 75.60 h
  life: formula 56.98 h, model 56.98 h
  n: formula 1.304, model 1.304, simple sum 1.395
j = 2.0 MA/cm^2: Lambda 3.060, r 2.3182
  t_n 7.47 h, L_c/v 22.86 h, sum 30.33 h
  life: formula 24.79 h, model 24.79 h
  n: formula 1.120, model 1.120, simple sum 1.246
j = 4.0 MA/cm^2: Lambda 6.120, r 5.2978
  t_n 1.87 h, L_c/v 11.43 h, sum 13.30 h
  life: formula 11.76 h, model 11.76 h
  n: formula 1.043, model 1.043, simple sum 1.140
t_n = L_c/v at j = 0.654 MA/cm^2; n there 1.481
largest (simple sum)/(true life): 1.361 at r = 0.405
void share from stored tension at 1 MA/cm^2: 40.7 %
n at 1 MA/cm^2 with tenfold D: 1.304
fitted n over 1, 2, 4 MA/cm^2: 1.138
life at 0.2 MA/cm^2, line model: 788.7 h
  forecast by fitted n: 350.7 h, ratio to model 0.445
  forecast by n = 2: 2551.7 h, ratio to model 3.235
  forecast by A/j^2 + B/j: 550.8 h, ratio to model 0.698
sqrt(kappa t_f) at 0.2 MA/cm^2: 113.7 um
threshold length at 1 MA/cm^2: 49.93 um
55 um line, 1 MA/cm^2: nucleation n 4.54, life n 3.00
existing void, 100 MPa tension, 1 MA/cm^2: life 17.01 h, n 0.542
OK
```
